# Interdiffusion Matrix of an Equimolar Ideal Ternary Alloy

## Problem

A substitutional alloy of components 1, 2 and 3 is ideal and equimolar. Its tracer diffusivities are $D_1=1$, $D_2=4$ and $D_3=7$ in units of a common diffusivity $D_0$. The partial molar volumes are equal and constant, vacancies stay at their local equilibrium concentration, and vacancy-wind corrections are neglected.

(a) Taking component 3 as dependent, find the interdiffusivity matrix in the volume-fixed frame.

(b) Find its eigenvalues and eigenvectors. Show that the eigenvalues do not depend on which component is eliminated, and locate them relative to the tracer diffusivities.

(c) Two single crystals are joined at $z=0$ and annealed for 100 h at 1350 K, where $D_0=10^{-15}$ m²/s. Component 1 lies 5 at.% below the equimolar value on the left and 5 at.% above it on the right. Component 3 does the opposite, and component 2 is uniform. Find the composition profiles, and show what happens to component 2.

(d) Estimate how far the neglected effects would move the results.

## Solution

### (a) The matrix

**Fluxes relative to the lattice.** Let $x_i$ be the mole fractions and $c$ the total number of moles per volume. Equal, constant molar volumes make $c$ constant. Diffusion is along $z$, and $\nabla$ stands for $\partial/\partial z$. Without cross terms between the components, each flux relative to the lattice planes is driven by its own chemical potential:

$$J_i=-c\,x_iD_i\,\nabla\!\left(\frac{\mu_i}{RT}\right).$$

The tracer diffusivity appears here for the following reason. In a chemically uniform alloy, a labelled fraction $x_i^*$ of component $i$ mixes ideally with the unlabelled atoms, so $\nabla(\mu_i^*/RT)=\nabla x_i^*/x_i^*$. The same law then gives $J_i^*=-cD_i\nabla x_i^*$, which is the definition of $D_i$.

The alloy itself is also ideal, with $\mu_i=\mu_i^\circ+RT\ln x_i$. Hence $\nabla(\mu_i/RT)=\nabla x_i/x_i$, and

$$J_i=-c\,D_i\nabla x_i .$$

**Change of frame.** These three fluxes do not generally add to zero, because the components move at different rates. Vacancies are created on one side and removed on the other, and the lattice planes drift. If $v$ is the drift velocity of the lattice relative to the volume-fixed frame, the fluxes in that frame are

$$\tilde J_i=J_i+c\,x_i v .$$

Since $c$ is constant, conservation of atoms requires $\nabla\sum_i\tilde J_i=0$. The sum is therefore uniform, and it vanishes when a distant end of the specimen is at rest. With $\sum_i x_i=1$ this gives

$$v=-\frac1c\sum_kJ_k,\qquad \tilde J_i=J_i-x_i\sum_kJ_k .$$

**Elimination of component 3.** Because the mole fractions add to one, $\nabla x_3=-\nabla x_1-\nabla x_2$. The sum of the lattice fluxes becomes

$$\sum_kJ_k=-c\left[(D_1-D_3)\nabla x_1+(D_2-D_3)\nabla x_2\right].$$

Inserting this in $\tilde J_i$ turns its minus sign into a plus:

$$\tilde J_i=-cD_i\nabla x_i+c\,x_i\left[(D_1-D_3)\nabla x_1+(D_2-D_3)\nabla x_2\right],\quad i=1,2.$$

The interdiffusivities are defined by $\tilde J_i=-c\sum_{j=1}^{2}\tilde D_{ij}\nabla x_j$. Comparing coefficients gives

$$\boxed{\tilde D_{ij}=D_i\,\delta_{ij}-x_i\,(D_j-D_3)}$$

For the given alloy $D_1-D_3=-6D_0$ and $D_2-D_3=-3D_0$, so that, in units of $D_0$,

$$\begin{aligned}
\tilde D_{11}&=1-\tfrac13(-6)=3, & \tilde D_{12}&=-\tfrac13(-3)=1,\\
\tilde D_{21}&=-\tfrac13(-6)=2, & \tilde D_{22}&=4-\tfrac13(-3)=5,
\end{aligned}$$

$$\boxed{\tilde D=D_0\begin{pmatrix}3&1\\2&5\end{pmatrix}}$$

The off-diagonal elements do not come from interactions, since the alloy is ideal. They come from the drift of the lattice, which carries all components with it.

**Two limits.** If $x_1$ and $x_2$ both tend to zero, the matrix becomes diagonal with elements $D_1$ and $D_2$: each dilute solute spreads with its own tracer diffusivity. If only $x_2$ tends to zero, then $\tilde D_{21}=0$ and

$$\tilde D_{11}=D_1-x_1(D_1-D_3)=x_3D_1+x_1D_3,$$

which is Darken's interdiffusivity of an ideal binary alloy.

### (b) Eigenvalues and eigenvectors

The trace is $3+5=8$ and the determinant is $3\cdot5-1\cdot2=13$. In units of $D_0$ the characteristic equation is therefore

$$\lambda^2-8\lambda+13=0,\qquad \lambda=4\pm\sqrt{16-13},$$

$$\boxed{\lambda_-=(4-\sqrt3)D_0=2.268\,D_0,\qquad \lambda_+=(4+\sqrt3)D_0=5.732\,D_0}$$

An eigenvector $(v_1,v_2)$ with $v_1=1$ satisfies $3+v_2=\lambda$ from the first row, so $v_2=\lambda-3$. The change in component 3 follows from $v_3=-v_1-v_2$:

$$\lambda_-:\ (1,\,-0.732,\,-0.268),\qquad \lambda_+:\ (1,\,2.732,\,-3.732).$$

The slow mode is mainly an exchange of component 1 with component 2. The fast mode is mainly an exchange of component 3 with component 2.

**Choice of the dependent component.** If component 1 is eliminated instead, the matrix for components 2 and 3, in that order, is

$$D_0\begin{pmatrix}3&-2\\-1&5\end{pmatrix}.$$

The signs of the off-diagonal elements have changed, so these signs have no meaning until the dependent component is named. The eigenvalues are unchanged, because the two descriptions are related by an invertible linear change of variables,

$$\begin{pmatrix}v_2\\v_3\end{pmatrix}=T\begin{pmatrix}v_1\\v_2\end{pmatrix},\qquad T=\begin{pmatrix}0&1\\-1&-1\end{pmatrix}.$$

The new matrix is $T\tilde DT^{-1}$, which has the same characteristic equation as $\tilde D$. The same argument holds when component 2 is eliminated.

**Position of the eigenvalues.** All three components can be kept on an equal footing. A mode has composition gradients proportional to $v_i$, with $\sum_iv_i=0$, and fluxes $\tilde J_i$ proportional to $-c\lambda v_i$. The flux law before elimination then reads

$$\lambda v_i=D_iv_i-x_iS,\qquad S=\sum_kD_kv_k .$$

Suppose all $x_i$ are positive and all $D_i$ are different. If $S$ were zero, $(D_i-\lambda)v_i=0$ would allow at most one non-zero $v_i$, in conflict with $\sum_iv_i=0$. So $S\neq0$. It follows that $\lambda$ cannot equal any $D_i$, since that would require $x_iS=0$. We may therefore divide:

$$v_i=\frac{x_iS}{D_i-\lambda}\quad\Longrightarrow\quad g(\lambda)\equiv\sum_{i=1}^3\frac{x_i}{D_i-\lambda}=0 .$$

The derivative $g'(\lambda)=\sum_ix_i/(D_i-\lambda)^2$ is positive. Between two neighbouring tracer diffusivities, $g$ rises from $-\infty$ to $+\infty$ and crosses zero once. The two gaps contain the two eigenvalues, so here $1<\lambda_-/D_0<4<\lambda_+/D_0<7$. Both eigenvalues are real and positive, and composition differences decay.

For the equimolar alloy the factors $x_i$ are equal and drop out. Multiplying $g=0$ by the product of the denominators leaves the condition that the derivative of

$$P(\lambda)=(\lambda-1)(\lambda-4)(\lambda-7)=\lambda^3-12\lambda^2+39\lambda-28$$

vanishes. Indeed $P'(\lambda)=3(\lambda^2-8\lambda+13)$, the equation found before. The eigenvalues are the stationary points of the cubic whose roots are the tracer diffusivities.

The same condition gives a formula for any equimolar ideal ternary in this model. Let $m$ be the mean of the three tracer diffusivities and $\sigma^2=\frac13\sum_i(D_i-m)^2$. Writing $D_i=m+d_i$ and $\lambda=m+u$, with $\sum_id_i=0$, the cubic is

$$\prod_i(u-d_i)=u^3+(d_1d_2+d_1d_3+d_2d_3)\,u-d_1d_2d_3 .$$

Squaring $\sum_id_i=0$ shows that the bracket equals $-\frac12\sum_id_i^2=-\frac32\sigma^2$. Setting the derivative $3u^2-\frac32\sigma^2$ to zero gives

$$\lambda_\pm=m\pm\frac{\sigma}{\sqrt2}.$$

Here $m=4$ and $\sigma^2=(9+0+9)/3=6$, which returns $4\pm\sqrt3$. When the three diffusivities coincide, $\sigma=0$ and both eigenvalues equal the common value.

### (c) The diffusion couple

**Profiles.** Conservation of atoms gives $\partial x_i/\partial t=\nabla\sum_j\tilde D_{ij}\nabla x_j$. The matrix depends on composition. For a small step it may be replaced by its value at the mean composition, an approximation examined in part (d). Then

$$\frac{\partial x_i}{\partial t}=\sum_j\tilde D_{ij}\nabla^2x_j .$$

Each eigenvector component of the initial step spreads independently as an error function with its own length

$$\ell_\pm=2\sqrt{\lambda_\pm t}.$$

The operators that select the two components are

$$P_+=\frac{\tilde D-\lambda_-}{\lambda_+-\lambda_-},\qquad P_-=\frac{\lambda_+-\tilde D}{\lambda_+-\lambda_-},\qquad \lambda_+-\lambda_-=2\sqrt3\,D_0 .$$

The half-step in $(x_1,x_2)$ is $(0.05,\,0)$, so only the first column of each operator is needed:

$$(P_+)_{11}=\frac{3-(4-\sqrt3)}{2\sqrt3}=0.211,\qquad (P_-)_{11}=1-0.211=0.789,$$

$$(P_+)_{21}=\frac{2}{2\sqrt3}=\frac1{\sqrt3},\qquad (P_-)_{21}=-\frac1{\sqrt3}.$$

The profiles are

$$x_1-\tfrac13=0.05\left[0.211\,\operatorname{erf}\frac{z}{\ell_+}+0.789\,\operatorname{erf}\frac{z}{\ell_-}\right],$$

$$x_2-\tfrac13=\frac{0.05}{\sqrt3}\left[\operatorname{erf}\frac{z}{\ell_+}-\operatorname{erf}\frac{z}{\ell_-}\right],$$

and $x_3=1-x_1-x_2$.

In 100 h, or $3.6\times10^5$ s, the product $D_0t$ reaches $3.6\times10^{-10}$ m² $=360$ µm². The lengths are

$$\ell_-=2\sqrt{2.268\times360}\ \text{µm}=57.1\ \text{µm},\qquad \ell_+=2\sqrt{5.732\times360}\ \text{µm}=90.9\ \text{µm}.$$

**Component 2 does not stay uniform.** At the start $\nabla x_2=0$, yet $\tilde J_2=-c\tilde D_{21}\nabla x_1=-2cD_0\nabla x_1$, which points to the left. The lattice drift explains this. Component 3 moves to the right faster than component 1 moves to the left, so the lattice drifts left with

$$v=D_1\nabla x_1+D_3\nabla x_3=(1-7)D_0\nabla x_1 .$$

It carries component 2 along, and $c\,x_2v=-2cD_0\nabla x_1$ is the flux just found. Component 2 accumulates on the left and is depleted on the right. At the joint it then continues to flow toward the side where it is already richer, which is uphill diffusion. In this ideal alloy the effect requires $D_1\ne D_3$, since $\tilde D_{21}=-x_2(D_1-D_3)$. In a non-ideal alloy, interactions can produce it without that difference: with $D_1=D_3=7D_0$, $D_2=4D_0$ and a regular-solution energy of $+5$ kJ/mol between components 1 and 2, $\tilde D_{21}=0.49D_0$ and the same step gives an extremum of 0.11 at.%.

The extremum lies where the derivative of the $x_2$ profile vanishes:

$$\frac1{\ell_+}e^{-z^2/\ell_+^2}=\frac1{\ell_-}e^{-z^2/\ell_-^2}.$$

Taking logarithms gives

$$z^2\left(\frac1{\ell_-^2}-\frac1{\ell_+^2}\right)=\ln\frac{\ell_+}{\ell_-}=\frac12\ln\frac{\lambda_+}{\lambda_-},$$

and, with $\ell_\pm^2=4\lambda_\pm t$,

$$z^2=\frac{2t\,\ln(\lambda_+/\lambda_-)}{1/\lambda_--1/\lambda_+}=\frac{2(360)(0.9272)}{0.2665}\ \text{µm}^2,\qquad |z|=50.1\ \text{µm}.$$

On the right the two error functions are $0.5641$ and $0.7845$, so the change in component 2 is

$$\frac{5\ \text{at.\%}}{\sqrt3}\,(0.5641-0.7845)=-0.636\ \text{at.\%}.$$

An equal enrichment appears on the left. Since $z/\ell_\pm$ at the extremum does not contain $t$, the extremum moves outward as $\sqrt t$ at constant height, as long as the diffusion zone has not reached the ends of the specimen.

**An independent calculation.** The derivation can be tested without using $\tilde D$. Atoms are moved numerically across lattice planes with the fluxes $-cD_i\nabla x_i$, and the space between planes swells or shrinks with its content. For the same couple with the half-steps reduced to 0.005 at.%, the resulting profiles of components 1 and 2 differ from the error-function solution by at most $8.8\times10^{-5}$ of the half-step. Most of this is discretisation error; the part due to the composition dependence of the matrix is $2.0\times10^{-5}$ of the half-step.

### (d) How far the result can be trusted

**Composition dependence.** At the right end of the couple $x_1=0.383$, and $\tilde D_{11}=1+6x_1=3.3$. At the left end it is $2.7$. The constant matrix replaces both by 3. The lattice-plane calculation with the full 5 at.% half-steps gives extrema of component 2 of $-0.622$ at.% on the right and $+0.653$ at.% on the left, instead of $\mp0.636$ at.%. The largest difference anywhere in the profiles is 0.10 at.% for component 1 and 0.04 at.% for component 2. The constant matrix is thus adequate for this step, but it misses the asymmetry.

**Vacancy wind.** For a random alloy, Manning's relation, used here as an estimate without derivation, adds to the lattice flux

$$\Delta J_i=-c\,a\,\frac{x_iD_i}{\bar D}\sum_kD_k\nabla x_k,\qquad a=\frac{1-f}{f},\quad \bar D=\sum_kx_kD_k,$$

where $f$ is the correlation factor of vacancy diffusion. The change of frame subtracts $x_i\sum_k\Delta J_k$, and elimination of component 3 then gives

$$\Delta\tilde D_{ij}=a\,x_i\left(\frac{D_i}{\bar D}-1\right)(D_j-D_3).$$

For the fcc lattice $f\approx0.78$ and $a\approx0.28$. Here $\bar D=4D_0=D_2$, so the second row does not change. The first row gains $1.5a\approx0.42$ and $0.75a\approx0.21$. The eigenvalues become $2.47D_0$ and $5.95D_0$, which are 9 % and 4 % above the values without the correction. With this matrix the extremum of component 2 in the couple falls by about 5 %, to 0.60 at.%.

**Non-ideal mixing.** Suppose one pair of components has a regular-solution energy of $+5$ or $-5$ kJ/mol, an assumed size equal to $0.445\,RT$ at 1350 K. With the tracer diffusivities held fixed, the six possible cases put the smaller eigenvalue between $1.95D_0$ and $2.56D_0$, and the larger between $4.97D_0$ and $6.52D_0$. These are shifts of up to about 14 % from the ideal values. The extremum of component 2 is more sensitive, because the interactions also change $\tilde D_{21}$: with the constant matrix its height lies between 0.50 and 0.79 at.%, up to about 24 % from the ideal 0.64 at.%.

**Furnace temperature.** If all three tracer diffusivities share an activation energy of 300 kJ/mol, an assumed rough value, an excess of 10 K raises them by 22 %. Both eigenvalues rise by the same fraction. The spreading lengths, which go as the square root, rise by about 10 %.

**Comparison with real alloys.** The scale $D_0=10^{-15}$ m²/s at 1350 K is a rough value in the regime of fcc alloys of the Co–Cr–Fe–Ni family. The ratios $1:4:7$ belong to the exercise and describe no particular alloy. On this scale the eigenvalues are $2.27\times10^{-15}$ and $5.73\times10^{-15}$ m²/s, or $2.27\times10^{-11}$ and $5.73\times10^{-11}$ cm²/s. Real alloys of this kind are not ideal, and in the estimate above a pair energy of $+5$ or $-5$ kJ/mol moves each eigenvalue by 3 to 14 %, depending on the pair. Tracer diffusivities also vary with composition, and grain boundaries add faster paths in a polycrystal. Neither effect is included here, nor are unequal molar volumes, stresses or pores. The estimates treat one effect at a time and are not a bound on their combined influence.

The computed values behind most of these figures are listed in the numerical output.

## Calculated quantities

```
tracer diffusivities D1 D2 D3 [D0]: 1.0 4.0 7.0
mole fraction of each component: 0.3333
matrix by rows, dependent component 1 [D0]: 3.000 -2.000 -1.000 5.000
matrix by rows, dependent component 2 [D0]: 2.000 -1.000 1.000 6.000
matrix by rows, dependent component 3 [D0]: 3.000 1.000 2.000 5.000
trace [D0]: 8.000   determinant [D0^2]: 13.000
eigenvalues [D0]: 2.2679 5.7321
mode of eigenvalue 2.2679, changes of x1 x2 x3: 1 -0.732 -0.268
mode of eigenvalue 5.7321, changes of x1 x2 x3: 1 2.732 -3.732
D0 [m^2/s]: 1.0e-15   temperature [K]: 1350   anneal [h]: 100
eigenvalues [m^2/s]: 2.268e-15 5.732e-15
eigenvalues [cm^2/s]: 2.268e-11 5.732e-11
D0 times anneal time [um^2]: 360.0
spreading lengths 2 sqrt(lambda t) [um]: 57.1 90.9
half-steps of x1 x2 x3 [at.%]: 5.0 0.0 -5.0
distance of x2 extremum from the joint [um]: 50.1
x2 change at right extremum, constant matrix [at.%]: -0.636
small-step simulation, largest error / half-step: 8.8e-05
finite-step simulation, x2 extremum right, left [at.%]: -0.622 0.653
largest error of constant matrix in x1, x2 [at.%]: 0.102 0.041
fcc correlation factor: 0.782
matrix by rows with vacancy wind [D0]: 3.419 1.209 2.000 5.000
eigenvalues with vacancy wind [D0]: 2.465 5.954
change of eigenvalues by vacancy wind [%]: 8.7 3.9
assumed pair energy [kJ/mol]: +-5   divided by RT: 0.445
range of smaller eigenvalue, non-ideal [D0]: 1.953 to 2.564
range of larger eigenvalue, non-ideal [D0]: 4.969 to 6.515
assumed activation energy [kJ/mol]: 300
rise of all diffusivities for +10 K [%]: 21.7
```
